\section*{Stochastic gradient descent for a Gaussian trial function in the oscillator}

\section*{Problem}

A particle in a harmonic well has the Hamiltonian
\begin{equation}
H=-\frac12\frac{d^2}{dx^2}+\frac12x^2 ,
\end{equation}
in units with $\hbar=m=\omega=1$. The trial function is $\psi(x)=e^{-ax^2}$ with $a>0$, and its energy $E(a)$ is to be minimized by the iteration
\begin{equation}
a_{n+1}=a_n-\eta\,g_n ,
\end{equation}
where $\eta>0$ is a fixed step and $g_n$ is the gradient $E'(a_n)$ or a Monte Carlo estimate of it. Energies are in $\hbar\omega$, $a$ is in $m\omega/\hbar$, and $\eta$ is in $m^2\omega/\hbar^3$.

\begin{enumerate}
\item[(a)] Find $E(a)$, its minimum and its curvature there.
\item[(b)] With the exact gradient, for which $\eta$ is the minimum a stable point of the iteration?
\item[(c)] Now estimate the gradient from $M$ independent points drawn from $|\psi|^2$. How large is its statistical noise, and what happens to the noise as $a$ approaches the minimum?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Compute the local energy $E_L=(H\psi)/\psi$ and average it over the Gaussian density $|\psi|^2$.
\item Write $a=\frac12+\delta$ and keep the terms linear in $\delta$. Ask by what factor $\delta$ is multiplied in one step.
\item Write $E'(a)$ as a covariance of $E_L$ with $O=\partial\ln\psi/\partial a$. Both depend on $x$ through $y=x^2$ alone.
\item For the size of the noise you need the variance of a sample variance. Separate the squares from the products of different points.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Energy and curvature}

Since $\psi'=-2ax\psi$ and $\psi''=(4a^2x^2-2a)\psi$,
\begin{equation}
E_L=-\frac{\psi''}{2\psi}+\frac{x^2}{2}=a+\left(\frac12-2a^2\right)x^2 .
\label{eq:el}
\end{equation}
The density $|\psi|^2=e^{-2ax^2}$ has the form $e^{-x^2/(2\sigma^2)}$ with $\sigma^2=1/(4a)$, so $\langle x^2\rangle=1/(4a)$ and
\begin{equation}
E(a)=a+\frac{1}{4a}\left(\frac12-2a^2\right)=\frac a2+\frac1{8a}.
\end{equation}
Differentiating twice,
\begin{equation}
E'(a)=\frac12-\frac1{8a^2},\qquad E''(a)=\frac1{4a^3}.
\end{equation}
For $a>0$ the slope vanishes only at $a=\frac12$. There $E=\frac12$, the ground-state energy, and $E''(\frac12)=2$.

\subsection*{(b) The stability limit}

Near the minimum $E'(\frac12+\delta)=2\delta+O(\delta^2)$, hence
\begin{equation}
\delta_{n+1}=(1-2\eta)\,\delta_n+O(\delta_n^2).
\end{equation}
A small error shrinks if $|1-2\eta|<1$, that is, if $-1<1-2\eta<1$. This gives
\begin{equation}
0<\eta<\frac{2}{E''(1/2)}=1 ,
\end{equation}
or $\eta<m^2\omega/\hbar^3$ in ordinary units. For $\eta<\frac12$ a small enough error keeps its sign. For $\eta>\frac12$ and a small enough error each step overshoots the minimum, and above $\eta=1$ the overshoot is larger than the error it was meant to remove. The criterion is local: it does not describe a start far from $a=\frac12$, where the slope is not linear in $\delta$.

At $\eta=1$ the linear factor is $-1$ and higher terms decide. With $E'''(\frac12)=-12$ and $E''''(\frac12)=96$, Taylor's formula gives $E'=2\delta-6\delta^2+16\delta^3+\dots$, so one step is
\begin{equation}
\delta_{n+1}=-\delta_n+6\delta_n^2-16\delta_n^3+\dots
\end{equation}
For the second step we need $\delta_{n+1}^2=\delta_n^2-12\delta_n^3+\dots$ and $\delta_{n+1}^3=-\delta_n^3+\dots$. Then
\begin{align}
\delta_{n+2}&=-\delta_{n+1}+6\delta_{n+1}^2-16\delta_{n+1}^3+\dots\nonumber\\
&=(\delta_n-6\delta_n^2+16\delta_n^3)+(6\delta_n^2-72\delta_n^3)+16\delta_n^3+\dots\nonumber\\
&=\delta_n-40\delta_n^3+\dots
\end{align}
The loss per step is on average $20\delta^3$. Treating $n$ as continuous, $d\delta/dn=-20\delta^3$, so $1/\delta^2$ grows by $40$ per step and $|\delta_n|\approx1/\sqrt{40n}$ for large $n$. The edge is still attracting, but very slowly.

Descent from $a=0.6$ shows the three cases:
\begin{itemize}
\item At $\eta=0.95$ the error after 400 steps is $1.0\times10^{-8}$. This remainder comes from the numerical slope, a central difference with spacing $h=10^{-4}$. Its error $h^2E'''/6=-2\times10^{-8}$ moves the zero of the slope by $10^{-8}$.
\item At $\eta=1$ the error after 2000 steps is $0.00356$; the law above gives $0.00354$.
\item At $\eta=1.05$ the iteration ends up alternating between $a=0.443$ and $a=0.587$.
\end{itemize}

\subsection*{(c) The noise of the gradient}

\paragraph{The estimator.} Differentiate $E=\int\psi^2E_L\,dx\big/\!\int\psi^2\,dx$, using $\partial\psi^2/\partial a=2O\psi^2$:
\begin{equation}
E'(a)=\left\langle\frac{\partial E_L}{\partial a}\right\rangle+2\langle E_LO\rangle-2\langle E_L\rangle\langle O\rangle .
\end{equation}
The first term is $\langle1-4ax^2\rangle=1-4a/(4a)=0$. The gradient is therefore twice the covariance of $E_L$ and $O=-x^2$. Its unbiased estimate from one batch of $M$ points is
\begin{equation}
g=\frac{2}{M-1}\sum_{i=1}^M(E_{L,i}-\overline{E_L})(O_i-\overline O),
\end{equation}
where bars are batch averages. With $y=x^2$, Eq.~\eqref{eq:el} gives $E_{L,i}-\overline{E_L}=(\frac12-2a^2)(y_i-\bar y)$, while $O_i-\overline O=-(y_i-\bar y)$. Thus
\begin{equation}
g=(4a^2-1)\,s^2,\qquad s^2=\frac1{M-1}\sum_i(y_i-\bar y)^2 .
\label{eq:g}
\end{equation}
All the randomness sits in $s^2$, and its prefactor is zero at $a=\frac12$. Every batch then gives $g=0$, whatever points it contains. The reason is physical: at $a=\frac12$ the trial function is an eigenstate, $E_L$ is the same at every $x$, and a constant has no covariance with anything. If a trial family contains no eigenstate, $E_L$ still fluctuates at the energy minimum, and the sampled covariance is in general noisy there.

\paragraph{The size of the noise.} Let $u=y-\langle y\rangle=x^2-\sigma^2$. The Gaussian moments $\langle x^2\rangle=\sigma^2$, $\langle x^4\rangle=3\sigma^4$, $\langle x^6\rangle=15\sigma^6$, $\langle x^8\rangle=105\sigma^8$ give
\begin{align}
\langle u^2\rangle&=(3-2+1)\sigma^4=2\sigma^4,\\
\langle u^4\rangle&=(105-4\cdot15+6\cdot3-4+1)\sigma^8=60\sigma^8 .
\end{align}
Since $\sum_i(y_i-\bar y)^2=\sum_iu_i^2-\frac1M(\sum_iu_i)^2$, separating squares from products yields
\begin{equation}
s^2=\frac1M\sum_iu_i^2-\frac{2}{M(M-1)}\sum_{i<j}u_iu_j .
\end{equation}
The mean is $\langle s^2\rangle=2\sigma^4=1/(8a^2)$, and Eq.~\eqref{eq:g} then returns $\langle g\rangle=(4a^2-1)/(8a^2)=E'(a)$, as it should.

The two sums are uncorrelated, because in each product $u_k^2u_iu_j$ with $i\ne j$ at least one of $u_i,u_j$ stands alone and averages to zero. Different pairs are uncorrelated for the same reason. The first sum contributes $(60-4)\sigma^8/M$ to the variance. The second has $M(M-1)/2$ pairs, each of variance $(2\sigma^4)^2=4\sigma^8$. Together,
\begin{align}
\mathrm{Var}(s^2)&=\frac{56\sigma^8}{M}+\frac{4}{M^2(M-1)^2}\,\frac{M(M-1)}2\,4\sigma^8\nonumber\\
&=\frac{\sigma^8}{M}\left[56+\frac8{M-1}\right].
\end{align}
Dividing by $\langle s^2\rangle^2=4\sigma^8$ gives the relative variance $r$ of $s^2$. The factor $4a^2-1$ is not random, so $g$ has the same relative variance away from the minimum:
\begin{equation}
\mathrm{std}(g)=\sqrt r\,|E'(a)|,\qquad r=\frac1M\left[14+\frac2{M-1}\right].
\label{eq:r}
\end{equation}
Near the minimum this is $2\sqrt r\,|\delta|$. The absolute noise vanishes in proportion to the distance from the minimum, while the noise relative to the gradient stays fixed.

\paragraph{Numbers.} For $M=100$, $r=0.1402$ and $\sqrt r=0.374$. At $a=0.8$ the slope is $E'=0.5-1/(8\cdot0.64)=0.3047$, so the predicted noise is $0.374\times0.3047=0.114$. The spread over 20\,000 batches compares as follows; each nonzero measured value carries a sampling error of about 1\%, that is $0.001$ at $a=0.8$.

\begin{center}
\begin{tabular}{ccc}
$a$ & measured std & predicted std\\
\hline
0.80 & 0.1123 & 0.1141\\
0.60 & 0.0569 & 0.0572\\
0.51 & 0.00724 & 0.00727\\
0.50 & 0.0000 & 0
\end{tabular}
\end{center}

In a stochastic run with $\eta=0.25$ from $a=0.8$, the first batch gives $g=0.2437$, and the error becomes $0.3-0.25\times0.2437=0.239$. The third batch happens to give $g=0.447$, a large upward fluctuation, and the run simply moves faster. After 10 steps the error is $1.7\times10^{-4}$ with gradient noise $1.2\times10^{-4}$, evaluated from Eq.~\eqref{eq:r} at the current $a$; after 20 steps they are $1.5\times10^{-7}$ and $1.1\times10^{-7}$. Error and noise fall together, with neither a smaller step nor a larger batch.

\section*{Variation 1: does the noise change the stability limit?}

\emph{Find the largest step for which the mean-square error shrinks near the minimum.}

To first order in $\delta$, $4a^2-1=4\delta$, and $s^2$ may be taken at $a=\frac12$, where its mean is $\frac12$ and its variance $r/4$. So
\begin{equation}
\delta_{n+1}=f_n\delta_n,\qquad f_n=1-4\eta s_n^2 .
\end{equation}
The mean factor is $1-2\eta$, as in part (b). Its variance is $16\eta^2\,r/4=4\eta^2r$. Each batch is independent of the earlier ones, so $\langle\delta_n^2\rangle$ is multiplied in every step by
\begin{equation}
\langle f^2\rangle=(1-2\eta)^2+4\eta^2r=1-4\eta+4\eta^2(1+r).
\end{equation}
This is below 1 when $\eta(1+r)<1$, that is,
\begin{equation}
\eta<\frac1{1+r},
\end{equation}
which is $0.877$ for $M=100$ and tends to the curvature limit $1$ as $M\to\infty$.

At $\eta=0.80$ the formula gives $\langle f^2\rangle=0.719$ (sampled: $0.726$). At $\eta=0.95$, inside the curvature limit, it gives $1.316$ (sampled: $1.327$), so the mean square grows. Yet the sampled mean of $\ln|f|$ there is $-0.475$. Since $\ln|\delta_n|$ is a sum of independent terms, a typical run of the linearized iteration still converges, and the growing mean square is carried by rare runs with several large factors. In the full iteration this formula describes a run only while $|\delta|$ stays small, and the closer the start is to the minimum, the fewer runs leave that region. Because $s^2$ has no upper bound, a step from $a>\frac12$ can even reach $a\le0$, where $\psi$ is not normalizable.

\section*{Variation 2: averages from separate batches}

\emph{Suppose $\langle O\rangle$ in the product $\langle E_L\rangle\langle O\rangle$ is estimated from a second, independent batch of $M$ points. Does the noise still vanish?}

The estimator is now $g=2\,\overline{E_LO}-2\,\overline{E_L}\,\overline{O}'$, with the prime marking the second batch. Its mean is still $E'(a)$. At $a=\frac12$, where $E_L=\frac12$ at every point,
\begin{equation}
g=\overline O-\overline O' .
\end{equation}
The two averages no longer cancel. Each has variance $\langle u^2\rangle/M=2\sigma^4/M=1/(2M)$, since $\sigma^2=\frac12$. Hence $\mathrm{std}(g)=1/\sqrt M=0.100$ for $M=100$; the sampled value is $0.0997$. A constant $E_L$ is thus not enough: the average of $O$ in the subtracted product must come from the same batch as $\overline{E_LO}$. Taking only $\overline{E_L}$ from another batch would do no harm at $a=\frac12$, since it equals $\frac12$ in every batch.

With a fixed step the parameter keeps wandering. To leading order $\delta_{n+1}=(1-2\eta)\delta_n-\eta\xi_n$, where $\xi_n$ has variance $1/M$ and is independent of $\delta_n$. This replaces the factor multiplying $\delta_n$ by its mean. As in Variation 1 the factor fluctuates from batch to batch, with a variance proportional to $\eta^2/M$, so the approximation holds only while that variance is small compared with $1-(1-2\eta)^2=4\eta(1-\eta)$; it fails as $\eta$ approaches 1 at fixed $M$. Within this approximation a stationary variance $V$ obeys $V=(1-2\eta)^2V+\eta^2/M$, so
\begin{equation}
V=\frac{\eta^2}{M[1-(1-2\eta)^2]}=\frac{\eta}{4M(1-\eta)} .
\end{equation}
For $\eta=0.25$ and $M=100$ this gives $\sqrt V=0.029$, against $0.030$ in a long run of the full iteration. For small $\eta$ the scatter falls as $\sqrt{\eta/M}$, so here convergence to $a=\frac12$ needs a decreasing step or growing batches.

\section*{Numbers as computed}
\begin{verbatim}
Energy and slope (hbar*omega units)
  a=0.80: E=0.556250, E'=0.304687
  a=0.60: E=0.508333, E'=0.152778
  a=0.50: E=0.500000, E'=-0.000000
Curvature E''(1/2) = 2.0000
Step limit 2/E''(1/2) = 1.0000
Exact-gradient descent from a = 0.6
  eta=0.95, 400 steps: |a-1/2| = 1.0e-08
  eta=1.00, 2000 steps: |a-1/2| = 0.00356
  eta=1.00, law 1/sqrt(40 n) = 0.00354
  eta=1.05, alternates: a = 0.4429 and 0.5869
Points per batch M = 100, batches = 20000
Relative variance r = 0.14020, relative noise sqrt(r) = 0.3744
  a=0.80: mean g=0.304321, std=0.112305, predicted std=0.114086
  a=0.60: mean g=0.153118, std=0.056903, predicted std=0.057205
  a=0.51: mean g=0.019420, std=0.007235, predicted std=0.007270
  a=0.50: mean g=0.000000, std=0.000000, predicted std=0.000000
M=2: relative variance measured 8.19, predicted 8.00
Mean-square step limit 1/(1+r) = 0.8770
  eta=0.80: mean factor=-0.601, mean log|factor|=-0.925
    mean square=0.726, predicted=0.719
  eta=0.95: mean factor=-0.901, mean log|factor|=-0.475
    mean square=1.327, predicted=1.316
Stochastic run: eta=0.25, M=100, start a=0.8
  step  0: a-1/2=3.000e-01, g=2.437e-01, noise std=1.1e-01
  step  1: a-1/2=2.391e-01, g=2.150e-01, noise std=1.0e-01
  step  2: a-1/2=1.853e-01, g=4.470e-01, noise std=8.8e-02
  step  3: a-1/2=7.357e-02, g=6.279e-02, noise std=4.5e-02
  step  5: a-1/2=4.352e-02, g=4.491e-02, noise std=2.9e-02
  step 10: a-1/2=1.661e-04, g=3.124e-04, noise std=1.2e-04
  step 20: a-1/2=1.468e-07, g=1.840e-07, noise std=1.1e-07
  step 40: a-1/2=-1.957e-13, g=-1.870e-13, noise std=1.5e-13
Separate batches at a=1/2: std g=0.0997, predicted=0.1000
  rms of a-1/2 in a long run=0.0301, linear estimate=0.0289
\end{verbatim}
